Generalised Lyddane-Sachs-Teller relation from poles and zeros of the permittivity

**1. One polar mode**

Take a cubic crystal with two ions per primitive cell, of charges +Ze and −Ze, reduced mass μ and cell volume V. Let u be their relative displacement along a uniform field E, and k the restoring force constant at E = 0. Without damping,

μ d²u/dt² = −ku + ZeE.

E is the macroscopic field, the one that appears in Maxwell's equations. Local-field effects within the cell are contained in k and in the effective charge Z. The electrons respond at fixed ion positions with a relative permittivity ε_∞, so the polarisation is

P = Zeu/V + ε_0(ε_∞ − 1)E.

For time dependence exp(−iωt), the equation of motion gives u = ZeE/[μ(ω_T² − ω²)] with ω_T² = k/μ. The relative permittivity ε = 1 + P/(ε_0E) is then

ε(ω) = ε_∞ + S/(ω_T² − ω²),  S = Z²e²/(ε_0Vμ).

The pole is at ω_T. The zero follows from ε_∞(ω_T² − ω²) + S = 0:

ω_L² = ω_T² + S/ε_∞.

At zero frequency,

ε(0) = ε_∞ + S/ω_T² = (ε_∞/ω_T²)(ω_T² + S/ε_∞) = ε_∞ω_L²/ω_T².

This is the ordinary Lyddane-Sachs-Teller relation. With N polar modes of distinct transverse frequencies ω_j and longitudinal frequencies Ω_j, the corresponding result, derived below, is

ε(0)/ε_∞ = ∏_j (Ω_j/ω_j)².  (1)

**2. Permittivity of the many-mode crystal**

The crystal is insulating, its ions are harmonic and undamped, its strain is fixed, and the wavelength is long compared with the cell. The lowest electronic excitation lies far above the phonons, so ε_∞ is a positive constant over the phonon range. It is not the value 1 reached far above all electronic excitations.

Let a label all Cartesian ion coordinates in the cell, with masses m_a and force constants Φ_ab at zero macroscopic field. For a field along x, let Z_a be the effective charge that couples coordinate a to that field:

m_a d²u_a/dt² = −Σ_b Φ_ab u_b + Z_a eE,
P_ion = (e/V) Σ_a Z_a u_a.

The same Z_a appears in both lines because force and polarisation are derivatives of one energy function. Define

w_a = √m_a u_a,  K_ab = Φ_ab/√(m_a m_b),  z_a = Z_a e/√(ε_0Vm_a).

Dividing the equation of motion by √m_a gives

(K − ω²)w = √(ε_0V) zE,  P_ion = √(ε_0/V) zᵀw.

Solving for w and inserting it in P_ion, the two square roots multiply to ε_0. With x = ω² from here on,

ε(x) = ε_∞ + zᵀ(K − x)⁻¹z.  (2)

K is real and symmetric, so it has orthogonal eigenspaces. The structure is taken to be stable, so every eigenvalue is positive except the zeros that belong to rigid translations. Let S_j be the squared length of the projection of z on the eigenspace with eigenvalue ω_j². Then

ε(x) = ε_∞ + Σ_j S_j/(ω_j² − x),  S_j > 0.  (3)

The sum runs over the N distinct frequencies with S_j ≠ 0, ordered as ω_1 < ω_2 < … < ω_N. Two kinds of mode drop out:

- Nonpolar modes, whether Raman active or silent, have zero projection on z and leave no pole.
- A rigid translation has w_a proportional to √m_a along one axis. Its product with z is proportional to the sum of the effective charges for that axis, which vanishes by neutrality. Acoustic modes therefore leave no pole at x = 0.

Cubic symmetry makes the permittivity a scalar. The tensor element ε_xy changes sign under a twofold rotation about the x axis, and the other off-diagonal elements behave likewise under the corresponding rotations, so all of them vanish; threefold rotations about the body diagonals make the diagonal elements equal. A polar frequency belongs to a triplet of modes, one for each field direction, and enters (3) once.

**3. What the poles and zeros mean**

For a plane wave of wavevector q without free charge, q·D = 0, with D = ε_0εE. If E is parallel to q, this reads ε_0εqE = 0, so a nonzero longitudinal field requires

ε(Ω²) = 0.

If E is perpendicular to q, Maxwell's curl equations in a nonmagnetic crystal give q × (q × E) = −(ω²/c²)εE. The left side is −q²E, and hence

xε(x) = c²q².  (4)

To locate the solutions of (4), differentiate its left side. Since d[x/(ω_j² − x)]/dx = ω_j²/(ω_j² − x)²,

d(xε)/dx = ε_∞ + Σ_j S_jω_j²/(ω_j² − x)² > 0.

Between successive poles xε rises from −∞ to +∞. It also rises from 0 at x = 0 to +∞ at the first pole, and from −∞ to +∞ above the last. There is thus one root in each of these N + 1 intervals.

For large cq the lowest N roots are pushed up against the poles. Keeping the singular term of (4) near pole j gives

ω_j² − x ≈ S_jω_j²/(c²q²).

The poles are therefore the transverse phonon frequencies when cq is far above the phonon frequencies while q is still small on the scale of the Brillouin zone. Phonon calculations that omit retardation describe this regime.

For q → 0 the right side of (4) vanishes. One root goes to x = 0, as x ≈ c²q²/ε(0), and the other N go to the zeros of ε. At q = 0 itself, transverse and longitudinal polar oscillations have the same frequencies, as cubic symmetry requires. The name "transverse frequency" for a pole thus refers to the first regime.

**4. Counting and factorising**

From (3), away from the poles,

dε/dx = Σ_j S_j/(ω_j² − x)² > 0.

Between successive poles ε rises from −∞ to +∞ and crosses zero once. Above the last pole it rises from −∞ towards ε_∞ > 0 and again crosses once. For 0 ≤ x < ω_1² every term of (3) is positive, so there is no zero. This makes N real zeros, interlaced with the poles:

ω_1 < Ω_1 < ω_2 < Ω_2 < … < ω_N < Ω_N.  (5)

Put (3) over a common denominator. The numerator is

n(x) = ε_∞∏_j(ω_j² − x) + Σ_j S_j∏_{k≠j}(ω_k² − x).

The first term has degree N and leading coefficient ε_∞(−1)^N; the others have degree N − 1. So n(x) has N roots in all, and these are the N zeros just found. A polynomial is fixed by its roots and its leading coefficient, hence n(x) = ε_∞∏_j(Ω_j² − x) and

ε(x) = ε_∞∏_j (Ω_j² − x)/(ω_j² − x).  (6)

Setting x = 0 gives (1).

The strengths can be recovered from the frequencies and ε_∞. Multiply (3) and (6) by ω_j² − x and let x → ω_j². In (3) S_j alone survives, so

S_j = ε_∞(Ω_j² − ω_j²)∏_{k≠j}(Ω_k² − ω_j²)/(ω_k² − ω_j²).  (7)

By (5), numerator and denominator of each fraction have the same sign, so S_j is positive. A negative value from (7) shows that the frequency list is incomplete, wrongly assigned or inconsistent with the model.

**5. Longitudinal frequencies from a matrix**

The longitudinal frequencies can also be found by diagonalisation. For a longitudinal oscillation D = 0, that is, ε_0ε_∞E + P_ion = 0. Therefore

E = −P_ion/(ε_0ε_∞) = −√(ε_0/V) zᵀw/(ε_0ε_∞).

In the equation of motion the driving term √(ε_0V)zE becomes −z(zᵀw)/ε_∞. Moving it to the left side gives

K_L w = Ω²w,  K_L = K + zzᵀ/ε_∞.  (8)

The added term is the restoring force of the field produced by the polarisation. For a wavevector along the unit vector n, replace z by z_n = Σ_α n_αz_α, where z_α is the charge vector for a field along axis α. Because the permittivity is a scalar, the longitudinal frequencies do not depend on n. If this term is omitted, diagonalisation returns the transverse frequencies and the product in (1) becomes 1.

Equation (8) gives a second derivation of (1). Normalise the projection of z on each polar eigenspace; these N vectors span a subspace that contains z and on which K is invertible. Directions orthogonal to it are unaffected by zzᵀ. Within it,

det K_L = det K · det(1 + K⁻¹zzᵀ/ε_∞).

The last matrix leaves every vector orthogonal to z unchanged, which gives N − 1 eigenvalues equal to 1. Acting on K⁻¹z, it gives the remaining eigenvalue, 1 + zᵀK⁻¹z/ε_∞. Hence

det K_L/det K = 1 + zᵀK⁻¹z/ε_∞ = ε(0)/ε_∞,

where the last step is (2) at x = 0. The determinants are the products of Ω_j² and of ω_j². Taking traces of (8) instead gives

Σ_j(Ω_j² − ω_j²) = Σ_jS_j/ε_∞.  (9)

**6. A five-ion example**

The example is a cubic perovskite cell with round model parameters: edge 4 Å and ε_∞ = 5. Ions A, B and each O have masses 100, 50 and 16 u. For motion along one cube axis the effective charges are +2 for A, +6 for B, −4 for the oxygen O1 on the B–O chain along that axis, and −2 for each of O2 and O3. They sum to zero. The springs joining the sublattices are, in N/m: A–B 10; A–O1, A–O2 and A–O3 20 each; B–O1 50; B–O2 and B–O3 80 each; and 10 for each O–O pair. Site symmetry separates the three axes, so five coordinates suffice for each.

Of the five modes along an axis, one is acoustic and one is silent. In the silent mode O2 and O3 move oppositely and the other ions rest. Its force constant is the sum of the springs on O2, 20 + 80 + 10 + 10 = 120 N/m, plus another 10 N/m because O3 moves the opposite way. With 130 N/m and 16 u the wavenumber is 371 cm⁻¹, the same in K and K_L. It would cancel from (1) if included in both lists.

Frequencies are given as wavenumbers ω/(2πc), and S_j in cm⁻². The common conversion factor cancels in (1). The three polar modes are:

Mode 1: TO 151.00, LO 153.40 cm⁻¹, squared ratio 1.03212.
Mode 2: TO 328.88, LO 358.78 cm⁻¹, squared ratio 1.19008.
Mode 3: TO 409.58, LO 702.84 cm⁻¹, squared ratio 2.94464.

Their order obeys (5), and the product relation gives

ε(0) = 5 × 1.03212 × 1.19008 × 2.94464 = 5 × 3.6169 = 18.08.

The static permittivity was also found without frequencies, by balancing the spring forces against Z_aeE and evaluating the polarisation. That gives 18.08 too. The term-by-term sum (3), with contributions S_j/ω_j², reads

ε(0) = 5 + 0.648 + 6.100 + 6.337 = 18.08.

For the trace rule, the strengths 14 769, 659 792 and 1 063 040 cm⁻² add to 1 737 601 cm⁻². Dividing by 5 gives 347 520 cm⁻², equal to the sum of the differences Ω_j² − ω_j².

The longitudinal frequencies were tested both as zeros of (2) and as eigenvalues of (8). With all fifteen coordinates and a wavevector along (1, 2, 3) the same longitudinal frequencies result. Since that matrix is assembled from three permuted copies of the five-coordinate block, this illustrates the independence of direction; the proof is the symmetry argument of section 2. At q = 10⁸ m⁻¹, about 1.3 per cent of π divided by the cell edge, the lowest three roots of (4) agree with the TO values to 0.01 cm⁻¹. At q/(2π) = 1 cm⁻¹ the upper three agree with the LO values to the printed digits.

**7. Why the factors do not belong to single modes**

Modes 2 and 3 contribute nearly equally to ε(0), 6.10 and 6.34, yet their factors in (1) are 1.19 and 2.94. The index j on Ω_j records its place in the order (5), not descent from one transverse mode. The eigenvector of the highest longitudinal mode has squared overlaps of 0.0046, 0.3059 and 0.6895 with transverse modes 1, 2 and 3.

Suppose each mode were given the one-mode result, Ω_j² = ω_j² + S_j/ε_∞. With r_j = S_j/(ε_∞ω_j²), the product would be

∏_j(1 + r_j) = 1 + Σ_jr_j + Σ_{i<j}r_ir_j + …,

whereas (3) gives 1 + Σ_jr_j. All r_j are positive, so for N > 1 the isolated-mode product is too large. Here it is 5.69 instead of 3.62 and would give ε(0) = 28.4, which is 57 per cent above the correct value for this model. The isolated estimate for mode 2, 490 cm⁻¹, also breaks the interlacing, since it lies above the third TO frequency.

The weak lowest mode can be treated singly if the other modes are allowed to screen it. Near ω_1 the rest of the permittivity is

ε_b = ε_∞ + Σ_{k≠1}S_k/(ω_k² − ω_1²).

If this varies little across the splitting, setting ε_b + S_1/(ω_1² − Ω_1²) = 0 gives

Ω_1² ≈ ω_1² + S_1/ε_b.

The printed values give ε_b ≈ 5 + 7.73 + 7.33 = 20.06 and S_1/ε_b ≈ 736 cm⁻². Then Ω_1 ≈ √(22 801 + 736) ≈ 153.4 cm⁻¹, in agreement with the full result. Screening by ε_∞ alone would give 160.5 cm⁻¹. The splitting of mode 1 is small partly because the two higher modes follow the field and screen it. For the lowest mode ε_b exceeds ε_∞. For a weak mode higher up, ε_b is negative if the mode lies between a pole and the next zero of the other modes, and the nearby zero then falls below its pole. Where ε_b is close to zero, the estimate fails.

**8. Limits, input errors and range of use**

*Soft mode.* Let ω_1 → 0 with all S_j and the other ω_j fixed. By (3), ω_1²ε(0) → S_1, so the static permittivity grows as 1/ω_1². The longitudinal frequencies stay nonzero, because n(0) → S_1∏_{k≠1}ω_k² ≠ 0. A high static permittivity can thus come from one low transverse frequency with appreciable strength. At ω_1 = 0 the linear static response diverges, and for ω_1² < 0 the assumed structure is unstable; (1) then gives no usable permittivity.

*Merging modes.* If two transverse frequencies approach each other, the zero between them is trapped by (5) and cancels one of the poles in (6). One pole with the summed strength remains. Two coincident polar triplets therefore enter (1) as one mode, or equivalently as two modes with a common value ω_1 = Ω_1 = ω_2.

*Input errors.* The logarithm of (1), differentiated, gives to first order

δε(0)/ε(0) = δε_∞/ε_∞ + 2Σ_j(δΩ_j/Ω_j − δω_j/ω_j).

If one TO frequency is entered 1 per cent too high and the other inputs are unchanged, ε(0) comes out about 2 per cent too low. Omitting the pair ω_j, Ω_j divides the result by (Ω_j/ω_j)². For pair 1 here this gives 18.08/1.032 = 17.5. Omitting one member of a pair leaves the product with the dimension of a squared frequency or its inverse.

*Choice of ε_∞.* Far above the phonons, (3) becomes ε ≈ ε_∞ − Σ_jS_j/x. At 5000 cm⁻¹ the correction is 1 737 601/5000² = 0.07, and the computed permittivity is 4.93. Using it as ε_∞ would introduce a relative error of −1.4 per cent. At 1000 cm⁻¹ the permittivity is 2.97, which is no estimate of ε_∞ although it lies above every phonon frequency.

*Strain.* Equation (1) gives the permittivity at fixed strain. In a centrosymmetric crystal a field causes no strain to first order, since strain is even under inversion and the field is odd. In a piezoelectric cubic crystal, a static measurement that lets the strain relax contains a further response, which is absent from (1).

*Other conditions.* Damping moves the poles and zeros off the real frequency axis, so the counting in section 4 no longer applies as written. If each denominator in (3) merely gains a term −iγ_jω with constant γ_j, the common-denominator argument in the variable ω still gives ε(0)/ε_∞ as the product of the moduli of all 2N zeros divided by that of all 2N poles. Free carriers add a static response that is missing from (3). In a noncubic crystal the permittivity is a tensor, and a single scalar product does not describe it. For a gate dielectric, (1) supplies only the small-field bulk permittivity of a crystalline cubic layer material, at the temperature to which the frequencies refer. In soft-mode oxides with permittivities of hundreds, the response is anharmonic and falls strongly at gate fields of order 1 MV/cm. Amorphous or noncubic films, interfaces and other layers of the stack must be treated separately.

Numbers as computed

```
cell edge = 4.0 angstrom
eps_inf = 5.0
ion A: mass = 100 u, charge = +2 e
ion B: mass = 50 u, charge = +6 e
ion O1: mass = 16 u, charge = -4 e
ion O2: mass = 16 u, charge = -2 e
ion O3: mass = 16 u, charge = -2 e
spring A-B = 10 N/m
spring A-O1 = 20 N/m
spring A-O2 = 20 N/m
spring A-O3 = 20 N/m
spring B-O1 = 50 N/m
spring B-O2 = 80 N/m
spring B-O3 = 80 N/m
spring O1-O2 = 10 N/m
spring O1-O3 = 10 N/m
spring O2-O3 = 10 N/m
silent mode = 371.35 cm^-1
mode 1: TO = 151.00 cm^-1, LO = 153.40 cm^-1
  (LO/TO)^2 = 1.03212
  strength S = 14769.3 cm^-2
  contribution S/TO^2 = 0.6478
  LO if alone = 160.48 cm^-1
  share in highest LO = 0.0046
mode 2: TO = 328.88 cm^-1, LO = 358.78 cm^-1
  (LO/TO)^2 = 1.19008
  strength S = 659792.2 cm^-2
  contribution S/TO^2 = 6.1001
  LO if alone = 490.02 cm^-1
  share in highest LO = 0.3059
mode 3: TO = 409.58 cm^-1, LO = 702.84 cm^-1
  (LO/TO)^2 = 2.94464
  strength S = 1063040.4 cm^-2
  contribution S/TO^2 = 6.3368
  LO if alone = 616.74 cm^-1
  share in highest LO = 0.6895
product of (LO/TO)^2 = 3.61693
eps(0) from product = 18.0846
eps(0) from force balance = 18.0846
mistaken isolated product = 5.68569
mistaken eps(0) = 28.4285
sum of LO^2 - TO^2 = 347520.4 cm^-2
eps at 50 cm^-1 = 18.4046
eps at 250 cm^-1 = 29.1773
eps at 1000 cm^-1 = 2.9678
eps at 5000 cm^-1 = 4.9301
large q = 1.0e+08 m^-1, q/(2 pi) = 159155 cm^-1
transverse, large q: [151.   328.87 409.57] cm^-1
small q/(2 pi) = 1.0 cm^-1
upper transverse, small q: [153.4  358.78 702.84] cm^-1
```
